# Why the mean inversion-layer field has one half, not one third

**Definitions and conventions**

Let $z$ run from the oxide interface, at $z=0$, into a uniformly doped silicon body. The inversion carriers have volume density $p(z)$ and sheet density $N_{\rm inv}=\int_0^\infty p\,dz$. The body has doping $N_D$ and is depleted to depth $W$, so that $N_{\rm dep}=N_DW$. The symbols suit a p-channel transistor; for electrons all charges change sign together, and $F$ is the field magnitude in both cases. The carriers lie within the depletion region, the permittivity $\varepsilon_s$ is uniform there, and the field vanishes at $W$. Angle brackets denote an average over the carriers.

The usual effective field is

$$E_\eta=\frac{e}{\varepsilon_s}\left(N_{\rm dep}+\eta N_{\rm inv}\right),$$

with $\eta=1/2$ customary for electrons on the (100) silicon surface and $\eta=1/3$ for holes. The first number coincides with the result of an average. As values that collapse mobility curves, both numbers answer a different question.

**The average**

Let $P(z)=\int_z^\infty p\,dz'$ be the inversion charge number beyond $z$. Gauss's law between $z$ and $W$ gives

$$F(z)=\frac{e}{\varepsilon_s}\left[N_D(W-z)+P(z)\right].$$

Multiply by $p/N_{\rm inv}$ and integrate. The doping term gives $N_{\rm dep}-N_D\langle z\rangle$. For the other, $p=-dP/dz$, so

$$\int_0^\infty pP\,dz=-\int_0^\infty P\frac{dP}{dz}\,dz=\frac{P(0)^2-P(\infty)^2}{2}=\frac{N_{\rm inv}^2}{2}.$$

Therefore

$$\langle F\rangle=\frac{e}{\varepsilon_s}\left(N_{\rm dep}-N_D\langle z\rangle+\frac{N_{\rm inv}}{2}\right).$$

The shape of $p$ has dropped out of the coefficient of $N_{\rm inv}$, and with it the mass, the number of subbands and the sign of the carrier. It survives only in the centroid $\langle z\rangle$. A carrier feels the sheets of charge deeper than itself, so each pair of sheets contributes once, not twice. The customary formula with $\eta=1/2$ omits the small centroid term.

The same result can be reached from the wave functions. A subband state obeys $-(\hbar^2/2m)\psi''+U\psi=E\psi$, with $U'=eF$ and $\psi(0)=0$. Multiplying by $\psi'$ gives

$$-\frac{\hbar^2}{4m}\left(\psi'^2\right)'+\frac{U-E}{2}\left(\psi^2\right)'=0.$$

Integrate from $0$ to $\infty$, the second term by parts. Its boundary values vanish with $\psi$, leaving

$$e\langle F\rangle_\psi=\frac{\hbar^2}{2m}\,\psi'(0)^2.$$

The mean electric force is balanced by the push of the wall.

**A p-channel layer in numbers**

Take 300 K, $N_D=10^{18}$ cm⁻³ and $N_{\rm inv}=10^{13}$ cm⁻². Then $N_{\rm dep}=3.51\times10^{12}$ cm⁻², and the charges are $Q_{\rm inv}=1.602$ and $Q_{\rm dep}=0.562$ μC/cm². Their sum, 2.164 μC/cm², produces the surface field 2.089 MV/cm, so $1/\varepsilon_s$ is $2.089/2.164=0.9653$ MV/cm per μC/cm². Hence

$$E_{1/2}=0.9653\,(0.562+0.801)=1.316\ \text{MV/cm},$$
$$E_{1/3}=0.9653\,(0.562+0.534)=1.058\ \text{MV/cm}.$$

A self-consistent Schrödinger–Poisson solution with three parabolic hole ladders gives a mean field of 1.290 MV/cm. This is $E_{1/2}$ less the centroid term of 0.026 MV/cm. The coefficient of $N_{\rm inv}$ comes out as 0.500 from the potential and 0.501 from the wall forces. Electrons at the same sheet densities give 0.500 and 0.502, although their centroid is 1.30 nm instead of 1.71 nm.

The two scales differ by $eN_{\rm inv}/6\varepsilon_s=0.258$ MV/cm, about 20% of $E_{1/2}$. Hole and electron curves drawn on their customary scales are therefore not compared at equal mean field.

**What a mobility fit measures**

Suppose that mobility is a function of one combination, $\mu=f(N_{\rm dep}+\eta N_{\rm inv})$. The chain rule gives $\partial\mu/\partial N_{\rm inv}=\eta f'$ and $\partial\mu/\partial N_{\rm dep}=f'$, so

$$\eta=\frac{\partial\ln\mu/\partial N_{\rm inv}}{\partial\ln\mu/\partial N_{\rm dep}}.$$

This ratio can be formed for any mobility. It equals $1/2$ if $\mu$ depends on $\langle F\rangle$ alone and the centroid term is negligible, but Gauss's law does not require such a dependence. That $\eta$ should be constant over a range of dopings and densities is a further, empirical claim, called universality. A model with one filled subband shows how scattering sets the ratio. In the local values below, $N_D$ is held fixed and $N_{\rm dep}$ is varied, as by a body bias.

**Phonons and a tempting 11/32**

Let $\rho=\psi^2$ be the normalized density of the subband. For long-wavelength acoustic phonons at high temperature, equipartition gives the volume strain a spectral density $k_BT/\rho_ms^2$, independent of wave vector, with $\rho_m$ the mass density and $s$ the sound speed. A deformation potential $D$ turns this into a random potential with correlation $(D^2k_BT/\rho_ms^2)\,\delta(\mathbf r-\mathbf r')$. Averaged over the subband, its squared matrix element per unit area is that prefactor times $\int\rho^2dz$. The golden rule multiplies it by $2\pi/\hbar$ and by the density of states per spin, $m_d/2\pi\hbar^2$:

$$\frac1{\tau_{\rm ph}}=\frac{m_dD^2k_BT}{\hbar^3\rho_ms^2}\int_0^\infty\rho^2\,dz.$$

What matters is the compactness of the layer, not its mean field. Try $\rho=b^3z^2e^{-bz}/2$. Its kinetic energy is $\hbar^2b^2/8m$ and its centroid is $3/b$. The layer's own charge gives a potential energy $(e^2N_{\rm inv}/\varepsilon_s)G(z)$, where $G'=P/N_{\rm inv}$ and $G(0)=0$. With $x=bz$, integration by parts gives

$$\langle G\rangle=\int_0^\infty\left(\frac{P}{N_{\rm inv}}\right)^2dz=\frac1b\int_0^\infty e^{-2x}\left(1+x+\frac{x^2}{2}\right)^2dx=\frac{33}{16b}.$$

The energy per carrier counts this interaction with a factor $1/2$. Neglecting the doping curvature, it is

$$\frac{\hbar^2b^2}{8m}+\frac{3e^2}{\varepsilon_sb}\left(N_{\rm dep}+\frac{11}{32}N_{\rm inv}\right),$$

because $\frac12\cdot\frac{33}{16}\cdot\frac13=\frac{11}{32}$. Setting the derivative with respect to $b$ to zero gives $b^3=(12me^2/\hbar^2\varepsilon_s)(N_{\rm dep}+\frac{11}{32}N_{\rm inv})$. Since $\int\rho^2dz=3b/16$, phonon scattering seems to have $\eta=11/32\approx0.34$, close to the hole value.

The closeness does not survive a better wave function. A self-consistent solution at the densities of the example, with all holes placed in one subband, gives $\eta=0.268$ for $\int\rho^2dz$. The trial function can only stretch, whereas the true one also changes shape.

First-order perturbation theory shows how, in the limit of small $N_{\rm inv}$. Let a small potential $V$ change $\psi$ to $\psi(1+g)$, with $\langle g\rangle=0$. The first-order Schrödinger equation, multiplied by $\psi$, is

$$(\rho g')'=\frac{2m}{\hbar^2}(V-\langle V\rangle)\rho,\qquad\text{so}\qquad \rho g'=\frac{2m}{\hbar^2}K_V,$$

where $K_f(z)=\int_0^z(f-\langle f\rangle)\rho\,dz'$. As $\delta\rho=2\rho g$,

$$\delta\!\int\rho^2dz=4\int\rho^2g\,dz=4\int K_\rho'\,g\,dz=-\frac{8m}{\hbar^2}\int\frac{K_\rho K_V}{\rho}\,dz.$$

The second equality uses $\langle g\rangle=0$; the third is an integration by parts. Extra depletion charge adds $V\propto z$ and extra inversion charge adds $V\propto G$, with the same prefactor $e^2/\varepsilon_s$ per unit sheet density. Thus

$$\eta_{\rm ph}=\frac{\int K_\rho K_G\,\rho^{-1}dz}{\int K_\rho K_z\,\rho^{-1}dz}\qquad(N_{\rm inv}\to0).$$

At $N_{\rm inv}=3.5\times10^{10}$ cm⁻² this formula gives 0.288, and so do direct differences of self-consistent solutions.

With a single subband, mass does not separate holes from electrons. Without doping curvature, measuring $z$ in units proportional to $m^{-1/3}$ removes the mass from the equations, and the shape depends on $N_{\rm inv}/N_{\rm dep}$ alone. Raising the confinement mass from 0.29 to 0.916, with doping curvature kept, leaves $\eta$ at 0.27. Within this one-subband model, a difference in confinement mass therefore cannot make the phonon term account for two different conventions. The argument does not carry over to several ladders. There the masses also set how carriers are shared among subbands and valleys, that sharing responds to $N_{\rm inv}$ and $N_{\rm dep}$, and the phonon $\eta$ can differ widely between holes and electrons.

**Roughness**

Roughness does involve the mean field. Move the wall from $0$ to a small $\Delta$, let $\phi$ be the new state, and subtract the two Schrödinger equations after multiplying each by the other function. Integration from $\Delta$ gives

$$\delta E\int_\Delta^\infty\phi\psi\,dz=\frac{\hbar^2}{2m}\phi'(\Delta)\psi(\Delta),\qquad \delta E\approx\frac{\hbar^2}{2m}\psi'(0)^2\Delta=e\langle F\rangle\Delta.$$

If the step height varies slowly along the interface, $e\langle F\rangle\Delta(\mathbf r)$ acts as a scattering potential. For a roughness spectrum $S(q)=\pi\Delta_0^2\Lambda^2e^{-q^2\Lambda^2/4}$, the golden rule with the momentum-loss factor $1-\cos\theta$ gives

$$\frac1{\tau_{\rm r}}=\frac{m_d(e\langle F\rangle)^2}{2\pi\hbar^3}\int_0^{2\pi}\frac{(1-\cos\theta)\,S(q)}{(1+q_s/q)^2}\,d\theta,\qquad q=2k\sin\frac\theta2.$$

Here $q_s=[e^2/(\varepsilon_s+\varepsilon_{\rm ox})]\,\partial N_{\rm inv}/\partial E_F$ in the long-wavelength screening approximation, and $q_s=0$ without screening. That approximation needs $q\langle z\rangle\ll1$, whereas $2k_F\langle z\rangle\approx2.6$ in the example, so it overstates the screening. Mobility is $e/m_d$ times the average of $\tau$ with weight $Ef(1-f)$, where $f$ is the Fermi function: velocity squared supplies $E$, and the response of the occupation supplies $f(1-f)$.

With this screening, which ignores the thickness of the layer, everything except $\langle F\rangle^2$ depends, at fixed temperature, on $N_{\rm inv}$ alone, so $\mu_{\rm r}=\kappa(N_{\rm inv})/\langle F\rangle^2$. Write $N_*=N_{\rm dep}+N_{\rm inv}/2$ and neglect the centroid term. Then $\partial\ln\mu_{\rm r}/\partial N_{\rm dep}=-2/N_*$ and $\partial\ln\mu_{\rm r}/\partial N_{\rm inv}=d\ln\kappa/dN_{\rm inv}-1/N_*$. Their ratio is

$$\eta_{\rm r}=\frac12-\frac{N_*}{2}\frac{d\ln\kappa}{dN_{\rm inv}}.$$

Even a mechanism driven by the mean field has $\eta=1/2$ only if $\kappa$ is constant. Without screening, filling the subband moves the conducting carriers to larger $k$, where $S(q)$ is smaller, so $\kappa$ rises. The formula gives 0.265 and direct differentiation 0.270. With screening the values are 0.203 and 0.210.

**Collapsing the curves**

The model takes $m=0.29$ and $m_d=0.43$ free-electron masses, $D=18$ eV, $\Delta_0=0.4$ nm and $\Lambda=1.5$ nm. Mobilities were computed for dopings of $10^{17}$, $3\times10^{17}$ and $10^{18}$ cm⁻³, with $N_{\rm inv}$ from $4\times10^{12}$ to $1.6\times10^{13}$ cm⁻². The table gives the $\eta$ that best places $\ln\mu$ on one quadratic in $\ln(N_{\rm dep}+\eta N_{\rm inv})$, and the rms departure from that curve.

| Scattering | Best $\eta$ | Departure at best | At 1/3 | At 1/2 |
|---|---|---|---|---|
| Phonons | 0.29 | 0.1% | 0.7% | 2.6% |
| Both, unscreened | 0.32 | 1.7% | 1.8% | 5.8% |
| Both, screened | 0.27 | 0.3% | 1.8% | 4.6% |

The same fit applied to $\langle F\rangle$ returns 0.500 if the centroid term is kept and 0.535 if it is dropped, as it is in the table. A fitted $\eta$ thus also absorbs small errors in the field formula. With these parameters $1/3$ orders the mobilities better than $1/2$, while the mean field of the same layers retains its $1/2$.

This is not a derivation of the hole convention. The values near 0.3 belong to the parameters chosen here. The bands are simplified, and the best $\eta$ changes with the strength and correlation length of the roughness, which are only roughly known. The fits in the table use hole masses. With electron masses the one-subband model also gives values well below $1/2$, so it does not explain the electron convention.

**The real device, and where the average changes**

The doping and inversion density are in the range of a scaled planar bulk transistor under strong drive; the oxide field, 6.3 MV/cm, is high. The model mobilities at the example point are about 70 cm²/Vs unscreened and 140 cm²/Vs screened. The screened value is too high, because the screening neglects the thickness of the layer. Both rest on rough scattering parameters and have not been fitted to measurements. One weak assumption is the single subband: in the three-ladder solution 29% of the holes lie outside the most populated one. Warped valence bands, intersubband scattering and scattering by dopants are also missing, as are the changes that a step makes in the electrostatic potential, apart from screening. The roughness formula is also stretched: compared with the layer thickness, $\Delta_0$ is not very small and $\Lambda$ is not large, and the potential $e\langle F\rangle\Delta_0\approx0.05$ eV is as large as the Fermi energy in the subband. The resulting shift of $\eta$ is not known from this calculation.

The electrostatic result is less exposed. About 0.3% of the holes are estimated to lie in the oxide, where the permittivity differs. The usual band-bending estimate of $N_{\rm dep}$ would have to be increased by about 12% of its value, which would raise the mean field by about 0.06 MV/cm, or 5%, without altering the coefficient $1/2$.

A second gate does alter the formula. In an undoped film with signed fields $F_1$ and $F_2$ at its two faces, $p=-(\varepsilon_s/e)\,dF/dz$, and

$$\langle F\rangle=\frac{\int pF\,dz}{\int p\,dz}=\frac{(F_1^2-F_2^2)/2}{F_1-F_2}=\frac{F_1+F_2}{2}.$$

The bulk result is the case $F_1\propto N_{\rm dep}+N_{\rm inv}$, $F_2\propto N_{\rm dep}$, apart from the centroid term. In a symmetric double-gate film $F_2=-F_1$ and the mean field is zero. Each wall still pushes on the carriers, and each can be rough, so the mean field no longer measures roughness scattering at all.

The numerical output gives the remaining inputs and intermediate values.

## Numbers as computed

```
temperature 300 K, doping 1.0e+18 cm^-3
N_inv 1.00e+13 cm^-2, N_dep 3.509e+12 cm^-2
Q_inv 1.602, Q_dep 0.562 uC/cm^2
depletion width 35.09 nm, phi_F 0.476 eV
hole ladders (m_z, m_dos, offset eV): [(0.29, 0.43, 0.0), (0.2, 0.17, 0.0), (0.29, 0.29, 0.044)]
electron ladders (m_z, m_dos, offset eV): [(0.916, 0.38, 0.0), (0.19, 1.668, 0.0)]
holes: centroid 1.709 nm, mean field 1.2896 MV/cm
holes: coefficient from potential 0.5000, from wall 0.5009
electrons: centroid 1.298 nm, mean field 1.2960 MV/cm
electrons: coefficient from potential 0.5000, from wall 0.5018
centroid term, holes 0.0264 MV/cm
surface field 2.089 MV/cm
effective field with 1/2: 1.3161 MV/cm
effective field with 1/3: 1.0583 MV/cm
difference of the two scales 0.2578 MV/cm
hole subband 1: m_z 0.29, share 71.2 %, field 1.312 MV/cm, wall 1.313 MV/cm
hole subband 2: m_z 0.29, share 15.9 %, field 1.312 MV/cm, wall 1.313 MV/cm
trial-function energy coefficient 11/32 = 0.3438
energy coefficient: differences 0.3663, <G>/(2<z>) 0.3664
local eta: mean field 0.499, phonon form 0.268
local eta: phonon form with m_z 0.916 0.268
phonon form at N_inv 3.51e+10 cm^-2: differences 0.2876, perturbation theory 0.2878
local eta, unscreened roughness: direct 0.270, formula 0.265
local eta, screened roughness: direct 0.210, formula 0.203
model: m_z 0.29, m_d 0.43, deformation potential 18.0 eV
model: density 2329 kg/m^3, sound speed 9000 m/s
model: roughness rms 0.4 nm, correlation length 1.5 nm
mobility, phonons only 179.8 cm2/Vs
mobility, unscreened: roughness 123.8, total 67.5 cm2/Vs
mobility, screened: roughness 660.0, total 137.1 cm2/Vs
fit set: doping 1e17, 3e17, 1e18 cm^-3; N_inv 4.0e+12 to 1.6e+13 cm^-2
best eta, mean field: centroid term kept 0.500, dropped 0.535
best eta: phonons 0.290, total unscreened 0.320, total screened 0.270
rms spread, phonons: best 0.14 %, 1/3 0.71 %, 1/2 2.58 %
rms spread, total unscreened: best 1.73 %, 1/3 1.82 %, 1/2 5.84 %
rms spread, total screened: best 0.34 %, 1/3 1.76 %, 1/2 4.61 %
holes outside the most populated subband 28.8 %
Fermi level above lowest hole level 1.29 kT
oxide: mass 0.4, barrier 4.5 eV, hole probability inside 0.29 %
oxide field 6.27 MV/cm
N_dep shift beyond the 2 phi_F estimate 11.7 %
```
